# Logarithmic self-limiting of a dissolving silicon wire

A calculation of how long to etch a silicon wire down to a chosen width has to settle whether a leading logarithmic law is good enough or the full relation between time and width must be inverted. The choice matters: in the example worked below, the leading law asks for about 40 times too long an etch. The law is nevertheless the correct long-time limit of the model, and the derivation shows both why it holds and why it is approached so slowly.

Consider a long wire of square cross-section with width $w$. Dissolution consumes holes, which must enter the wire from a wide silicon reservoir. Confinement raises the lowest hole energy in the wire by $E$ above the band edge of the reservoir. Hole energies are counted as positive going into the valence band, so $E>0$ is a cost. The model assumes that each facet recedes at the speed $r\,e^{-E/kT}$, where $r$ is the recession speed of a very wide wire, $k$ is Boltzmann's constant and $T$ is the temperature. The hole supply in the reservoir, $r$ and $T$ are held fixed, and the cross-section stays square.

For the energy, take a single parabolic band with hole mass $m$ and walls that the hole cannot enter. The lowest state is $\sin(\pi x/w)\sin(\pi y/w)$, with no motion along the wire. Each transverse direction contributes $\hbar^2\pi^2/(2mw^2)$, so

$$
E=2\,\frac{\hbar^2\pi^2}{2mw^2}=\frac{K}{w^2},\qquad K=\frac{\pi^2\hbar^2}{m}.
$$

It is convenient to define a length $a$ by $a^2=K/kT$. It is the width at which the confinement energy equals $kT$, and $E/kT=a^2/w^2$. Two opposite facets recede together, so the width falls at twice the facet speed. With $v=2r$,

$$
\frac{dw}{dt}=-v\,e^{-a^2/w^2}.
$$

When $w\gg a$ the exponential is close to one and the wire thins linearly, $w\approx w_0-vt$, from its starting width $w_0$. When $w\ll a$ every further reduction in width sharply reduces the rate. The wire then protects itself, and the question is how fast it still shrinks.

Separating the variables gives $v\,dt=-e^{a^2/w^2}dw$. Substitute $s=a/w$, for which $w=a/s$ and $dw=-a\,ds/s^2$. The two minus signs cancel, and with $u=a/w(t)$ and $u_0=a/w_0$,

$$
\frac{vt}{a}=\int_{u_0}^{u}\frac{e^{s^2}}{s^2}\,ds\equiv I(u).
$$

The integral is finite for every finite $u$, so each positive width is reached in a finite time. It diverges as $u\to\infty$, so zero width is never reached in this model. Therefore $w\to0$ as $t\to\infty$.

The integral has a closed form. Integrate by parts, using $1/s^2=-d(1/s)/ds$ and $d(e^{s^2})/ds=2s\,e^{s^2}$:

$$
\int\frac{e^{s^2}}{s^2}ds=-\frac{e^{s^2}}{s}+2\int e^{s^2}ds .
$$

The imaginary error function is defined by $\mathrm{erfi}(u)=(2/\sqrt\pi)\int_0^u e^{s^2}ds$. Hence

$$
\frac{vt}{a}=G(u)-G(u_0),\qquad G(u)=\sqrt\pi\,\mathrm{erfi}(u)-\frac{e^{u^2}}{u}.
$$

This gives the time for any width directly. Finding the width at a given time requires a numerical root.

For the long-time limit, compare $I(u)$ with the trial function $D(u)=e^{u^2}/(2u^3)$. Its derivative is

$$
D'(u)=e^{u^2}\left(\frac{2u}{2u^3}-\frac{3}{2u^4}\right)=\frac{e^{u^2}}{u^2}\left(1-\frac{3}{2u^2}\right).
$$

Since $I'(u)=e^{u^2}/u^2$, the ratio $I'/D'$ tends to one. Both $I$ and $D$ diverge, so l'Hôpital's rule gives $I/D\to1$. The correction follows from another integration by parts, now with $e^{s^2}=(2s)^{-1}d(e^{s^2})/ds$:

$$
I(u)=\left[\frac{e^{s^2}}{2s^3}\right]_{u_0}^{u}+\frac32\int_{u_0}^{u}\frac{e^{s^2}}{s^4}ds .
$$

The same argument applied to the last integral gives $e^{u^2}/(2u^5)$ at leading order. The contribution of the lower limit is a constant, which is exponentially small beside $e^{u^2}$. Thus

$$
\frac{vt}{a}=\frac{e^{u^2}}{2u^3}\left[1+\frac{3}{2u^2}+O(u^{-4})\right].
$$

Now write $y=u^2=a^2/w^2$, which is also the confinement energy in units of $kT$, and define $L=\ln(2vt/a)$. Multiplying by two and taking the logarithm yields

$$
L=y-\tfrac32\ln y+\ln\!\left[1+\frac{3}{2y}+O(y^{-2})\right].
$$

Divide by $y$. Because $(\ln y)/y\to0$, the ratio $L/y$ tends to one, and so

$$
\frac{w\sqrt L}{a}=\sqrt{\frac{L}{y}}\longrightarrow1,\qquad w\sim\frac{a}{\sqrt{\ln(2vt/a)}} .
$$

Any other fixed time unit $t_1$ may be used inside the logarithm, since $L=\ln(t/t_1)+\ln(2vt_1/a)$ and the second term is a constant. This proves that the width eventually falls as the inverse square root of log time. Physically, after a long time $t$ the surviving barrier is the one whose Boltzmann factor makes further noticeable thinning take about that long. The barrier therefore grows as $kT\ln t$, and a barrier proportional to $w^{-2}$ turns this into $w\propto(\ln t)^{-1/2}$.

The exponent one half belongs to that energy law. If instead $E/kT=(a/w)^n$ with $n>0$, the time integral contains $e^{s^n}/s^2$. The trial function $e^{u^n}/(nu^{n+1})$ has derivative $(e^{u^n}/u^2)[1-(n+1)/(nu^n)]$, so it gives the leading behaviour by the same rule. Its logarithm gives $u^n\sim\ln t$, and hence $w\propto(\ln t)^{-1/n}$.

To find how quickly the inverse-square case reaches its limit, solve for $y$ by iteration:

$$
y=L+\tfrac32\ln y-\frac{3}{2y}+O(y^{-2}).
$$

The first pass gives $y=L+\frac32\ln L$ up to terms that vanish. Then $\ln y=\ln L+\frac32(\ln L)/L$ up to order $(\ln L/L)^2$. Inserting this in the middle term, and replacing $y$ by $L$ in the last, gives

$$
y=L+\frac32\ln L+\frac{\frac94\ln L-\frac32}{L}+O\!\left(\frac{\ln^2L}{L^2}\right).
$$

The ratio of the leading-law width to the true width is $\sqrt{y/L}\approx1+\frac34(\ln L)/L$. The leading law is too wide by a fraction that falls only as $\ln L/L$, and $L$ is itself a logarithm of time.

A compact intermediate formula keeps $\ln y$ but drops the bracket with $3/(2y)$. Then $y^{-3/2}e^{y}=2vt/a$. Raising both sides to the power $-2/3$ and multiplying by $-2/3$ gives

$$
\left(-\frac{2y}{3}\right)e^{-2y/3}=-\frac23\left(\frac{2vt}{a}\right)^{-2/3}.
$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, so $-2y/3$ is its value at the right-hand side. Since $y$ must grow with time, $-2y/3$ must go to minus infinity, which selects the lower real branch:

$$
y=-\frac32\,W_{-1}\!\left[-\frac23\left(\frac{2vt}{a}\right)^{-2/3}\right].
$$

For numbers, take round values in the rough regime of porous-silicon formation in hydrofluoric acid: $m=0.3$ electron masses, $T=300$ K, $w_0=10$ nm and $r=5$ nm/s, so that $v=10$ nm/s. Then $kT=0.02585$ eV and $K=2.507$ eV nm², and

$$
a=\sqrt{\frac{2.507}{0.02585}}\ \text{nm}=9.85\ \text{nm}.
$$

The wire therefore starts where confinement already costs about $kT$. After 3600 s,

$$
L=\ln\frac{2\times10\times3600}{9.847}=8.90 .
$$

The leading law gives $9.847/\sqrt{8.897}=3.30$ nm. Finding the root of the closed time relation numerically gives 2.78 nm (27.8 Å), for which $y=12.55$ and $E=2.507/2.780^2=0.324$ eV. The leading law is thus 19% too wide, relative to the model's own width. Adding $\frac32\ln L=3.28$ raises $y$ to 12.18 and gives 2.82 nm; the next term, 0.38, brings $y$ to 12.56.

The table lists widths in nm from the root, the leading law, the two-term form $y=L+\frac32\ln L$ and the Lambert form.

| $t$ (s) | root | leading | two-term | Lambert |
|---:|---:|---:|---:|---:|
| 10 | 4.41 | 5.67 | 4.56 | 4.16 |
| 100 | 3.44 | 4.27 | 3.52 | 3.37 |
| 1000 | 2.96 | 3.57 | 3.02 | 2.94 |
| 3600 | 2.78 | 3.30 | 2.82 | 2.76 |
| 10000 | 2.66 | 3.13 | 2.69 | 2.64 |

Between 1000 s and 10000 s, a tenfold longer etch removes only 0.30 nm. Patience does not rescue the leading law either. Its excess width falls to 3.6% at $y=100$, but there $L\approx100-\frac32\ln100=93.1$, and the time $t=(a/2v)e^L$ is of order $10^{40}$ s. For this wire, the inverse square root of log time is a statement about the form of the limit, while the logarithmic correction is needed for a useful width.

Using the law in reverse magnifies the error. To reach 2.78 nm, the leading law requires $L=12.55$ instead of 8.90, which multiplies the time by $e^{3.65}\approx38$. If the law were used to infer $K$ from a width and a time, it would return $K=kT\,w^2L$. Here $L$ itself contains the unknown $a$, which the law sets to $w\sqrt L$, so $L$ must satisfy $L=\ln[2vt/(w\sqrt L)]$. For 2.78 nm after 3600 s this gives $L=9.06$. The inferred $K$ is then too small by the factor $9.06/12.55=0.72$, and the inferred hole mass is nearly 40% too large.

The starting width, by contrast, is nearly forgotten. Thinning from 20 nm to 10 nm takes 1.66 s in the model. A wire started at 20 nm therefore follows the same curve 1.66 s late. At 3600 s the width is falling at $3.55\times10^{-5}$ nm/s, so this delay leaves it wider by only $5.9\times10^{-5}$ nm.

The Boltzmann factor of the lowest level is not quite the hole density. If the dissolution rate follows the density per volume, the motion along the wire and the higher subbands also count. Let $\lambda$ be the thermal wavelength, $\lambda^2=2\pi\hbar^2/(mkT)=2a^2/\pi$. A subband of energy $E_j$ holds a line density proportional to $e^{-E_j/kT}/\lambda$. Dividing by the area $w^2$ and by the reservoir density, proportional to $1/\lambda^3$ with the same constant, gives $(\lambda^2/w^2)e^{-E_j/kT}$. The subband energies are $kT\,u^2(n_x^2+n_y^2)/2$, with positive integers $n_x,n_y$. Their sum factorizes, and the rate becomes

$$
-\frac{dw}{dt}=v\,\frac{2u^2}{\pi}\left[\sum_{n=1}^{\infty}e^{-n^2u^2/2}\right]^2 .
$$

For a wide wire the sum approaches $\int_0^\infty e^{-n^2u^2/2}dn=\sqrt{\pi/2}/u$, and the rate returns to $v$ as it should. For a narrow wire the term $n=1$ dominates and the rate is $(2v/\pi)u^2e^{-u^2}$. The extra $u^2$ changes the time integrand to $e^{s^2}/s^4$, whose leading integral is $e^{u^2}/(2u^5)$. The coefficient of the logarithmic correction rises from $3/2$ to $5/2$, while the leading law survives. Numerical integration of this rate gives 2.54 nm after 3600 s instead of 2.78 nm.

A finite barrier changes the width by a comparable amount, and it also limits the word "eventually". Let the potential outside be $V_0$ in each transverse direction, added separately for $x$ and $y$, with the same mass outside. Write $k_x$ for the wavenumber inside and $k_0=\sqrt{2mV_0}/\hbar$. Matching the lowest even state to its decaying tail gives $k_x\tan(k_xw/2)=\sqrt{k_0^2-k_x^2}$. Then $\cos(k_xw/2)=k_x/k_0$, or

$$
\frac{k_xw}{2}=\frac\pi2-\arcsin\frac{k_x}{k_0}.
$$

For $k_x\ll k_0$ the arcsine equals its argument, and $k_x(w+2\delta)\approx\pi$ with $\delta=1/k_0$. The hole sees hard walls at an effective width $w+2\delta$. This effective width obeys the original rate equation, so the actual wire is thinner by about $2\delta$. With $V_0=3$ eV, $\delta=0.206$ nm and the estimate is $2.78-0.41=2.37$ nm; numerical integration with the full matching condition gives 2.365 nm.

At still smaller widths the energy cannot exceed $2V_0$ in this separable model. The rate then never drops below $v\,e^{-2V_0/kT}$, and the wire must vanish within $(w_0/v)e^{2V_0/kT}$. This upper bound is about $10^{101}$ s here, so it corrects the mathematics of the infinite-time limit without affecting an etch.

Dissolution that needs no holes is far more serious. Add a constant loss $c$ to the rate:

$$
\frac{dw}{dt}=-v\,e^{-a^2/w^2}-c .
$$

The two losses are equal when $a^2/w^2=\ln(v/c)$. For the round value $c=10^{-4}$ nm/s this gives

$$
w=\frac{9.847}{\sqrt{\ln10^5}}\ \text{nm}=2.90\ \text{nm},
$$

a width that the wire without this loss reaches after 1480 s. Beyond that point the constant loss takes over, and thinning tends to a straight line in time. The width at 3600 s is 2.58 nm, and integrating $dw$ divided by the total loss rate from zero to $w_0$ gives a lifetime of $2.9\times10^4$ s, about eight hours. The logarithmic regime is then a window, which opens once $w$ is well below $a$ and closes when the hole-driven rate has fallen to $c$. For this $c$ the wire with both losses reaches 2.90 nm after about 1060 s, so the 3600 s example already lies past the window.

The electrostatic energy of the hole also depends on width. For its size, replace the wire locally by a sphere of diameter $w$ with the charge at its centre. Outside the radius $w/2$, the field energy is set by the electrolyte permittivity $\epsilon_e$ instead of the silicon permittivity $\epsilon_s$. The change is

$$
\Delta E=\int_{w/2}^{\infty}\frac{e^2}{8\pi\epsilon_0R^2}\left(\frac1{\epsilon_e}-\frac1{\epsilon_s}\right)dR
=\frac{e^2}{4\pi\epsilon_0w}\left(\frac1{\epsilon_e}-\frac1{\epsilon_s}\right).
$$

With the rough static values $\epsilon_s=12$ and $\epsilon_e=80$, it is $-0.037$ eV at 2.78 nm. This exceeds $kT$ in size, and including it in the rate lowers the final width to 2.61 nm. As $w\to0$ it grows only as $1/w$, so it does not alter the leading law of the hard-wall model. The estimate assumes that the electrolyte responds fully to the hole. If it does not, and the effective $\epsilon_e$ falls below $\epsilon_s$, the term changes sign: with an optical value $\epsilon_e=1.8$ the same formula gives $+0.245$ eV at 2.78 nm and a final width of 4.2 nm. Neither the sign nor the size of this correction is fixed by the model.

Set beside real porous silicon, a width of a few nanometres is of a reasonable size, but the rough inputs were chosen in that regime and the agreement confirms nothing. One weak assumption is the single hole mass. Silicon has several anisotropic valence bands, which confinement mixes, and a wire 5.1 lattice parameters wide strains any continuum description. Changing the mass to 0.2 or 0.5 electron masses, with the other inputs fixed, moves the width at 3600 s to 3.44 or 2.13 nm. This range is illustrative. Its shifts exceed those from the subbands, the finite barrier, the fully responding electrolyte and $c=10^{-4}$ nm/s, but not the shift from a weakly responding electrolyte. The constant loss $c$ is also uncertain, since it depends on the solution and on any light that creates holes inside the wire; with $c=10^{-3}$ nm/s the wire is gone after about 3300 s. Boltzmann statistics are safer: for a reservoir with $10^{16}$ holes per cm³, the ratio of hole density to the effective density of states $2/\lambda^3$ is 0.0024.

These shifts were computed one at a time, and their combined effect was not computed. Within the model, the results support a conditional rule for design. If hole-driven dissolution dominates and the wire is already well below $a$, changing the time is a weak control of width. For the same fractional change, temperature acts more strongly through $a\propto T^{-1/2}$, provided that $r$ and the hole supply stay fixed. Its usable range in a wet etch is narrow, however: going from 300 K to 330 K lowers the width at 3600 s by only 0.14 nm, less than a tenfold longer etch does. Within the hard-wall model, a width should be computed from the closed time relation, or at least from a form that retains the logarithmic correction. For a real wire this removes only one source of error: the assumed mass range, a weakly responding electrolyte or a tenfold larger $c$ each move the width by more than the 0.52 nm error of the leading law at 3600 s.
